\section*{Principal-Value Quadrature for Kramers-Kronig Transforms: Alternate Points and Singularity Subtraction}

\section{The decision: spacing, cutoff and rule}

A calculation of optical absorption delivers the imaginary part of a dielectric function on a uniform energy grid. The refractive index and the screening need the real part too, and a Kramers-Kronig transform supplies it. The grid spacing $h$ and the cutoff $\Omega$ must be chosen before the expensive part is run, and with the quadrature rule in mind, because the rule determines how fine the spacing has to be. A poor match wastes effort: halving $h$ cannot repair a low cutoff, and a rule of high order may be the worse one at the spacing that can be afforded.

Let $\chi(\omega)=\varepsilon(\omega)-1$, with time factor $e^{-i\omega t}$ and $\hbar=1$, so that frequencies are energies. A causal response has
\begin{equation}
\chi(\omega)=\int_0^\infty \chi(t)e^{i\omega t}\,dt ,\qquad
s(x)\equiv\mathrm{Im}\,\chi(x)=\int_0^\infty\chi(t)\sin(xt)\,dt ,
\end{equation}
with $\chi(t)$ real, and here also absolutely integrable. Then $s$ is odd. Put $x=\omega+u$ and expand $\sin(\omega t+ut)$. In a principal value, symmetric about $u=0$, the odd function $\cos(ut)/u$ integrates to zero, while $\int_{-\infty}^{\infty}\sin(ut)/u\,du=\pi$ for $t>0$. Hence
\begin{equation}
\frac1\pi P\!\!\int_{-\infty}^{\infty}\frac{s(x)}{x-\omega}\,dx
=\int_0^\infty\chi(t)\cos(\omega t)\,dt=\mathrm{Re}\,\chi(\omega).
\label{eq:kk}
\end{equation}
Reflecting the negative half-line with $s(-x)=-s(x)$ turns $1/(x-\omega)$ into $1/(x-\omega)+1/(x+\omega)=2x/(x^2-\omega^2)$, so
\begin{equation}
\mathrm{Re}\,\chi(\omega)=\frac2\pi P\!\!\int_0^\infty f(x)\,dx,\quad
f(x)=\frac{g(x)}{x^2-\omega^2},\quad g(x)=x\,s(x).
\end{equation}

The analytic pair used to judge the rules is the damped oscillator
\begin{equation}
\chi(\omega)=\frac{\omega_p^2}{\omega_0^2-\omega^2-i\gamma\omega},\qquad
\chi(t)=\frac{\omega_p^2}{\nu}e^{-\gamma t/2}\sin\nu t,
\end{equation}
with $\nu^2=\omega_0^2-\gamma^2/4>0$. The two forms agree because the transform of $e^{-\gamma t/2}\sin\nu t$ is $\nu/[(\gamma/2-i\omega)^2+\nu^2]$, whose denominator is $\omega_0^2-\omega^2-i\gamma\omega$. Writing $\sin\nu t\cos\omega t$ as half the sum of $\sin(\nu\pm\omega)t$ gives
\begin{equation}
\mathrm{Re}\,\chi(\omega)=\frac{\omega_p^2}{2\nu}\,\mathrm{Im}\sum_{\pm}\frac1{\lambda_\pm},
\qquad \lambda_\pm=\frac\gamma2-i(\nu\pm\omega).
\label{eq:rates}
\end{equation}

The numbers below use $\omega_0=5$, $\gamma=1$, $\omega_p=10$, $\omega=4$ and $\Omega=40$, all in eV. The response is dimensionless: $\mathrm{Re}\,\chi=900/97=9.27835$ and $\mathrm{Im}\,\chi=400/97=4.12371$.

\section{What goes wrong with an ordinary sum}

If $\omega$ is a grid point, the plain sum of $f$ contains an infinite term. Displacing the nodes removes the infinity but not the difficulty. Take nodes $\omega+(n+\theta)H$ on the whole line, with $0<\theta<1$ and $n$ any integer:
\begin{equation}
S_\theta=\frac1\pi\sum_n\frac{s(\omega+(n+\theta)H)}{n+\theta}.
\end{equation}
The factor $H$ of the quadrature has cancelled against the denominator $(n+\theta)H$. Inserting the time integral for $s$ leaves a sum that follows from the Fourier series of $e^{-i\theta y}$ on $0<y<2\pi$. Its coefficients are
\begin{equation}
\frac1{2\pi}\int_0^{2\pi}e^{-i(n+\theta)y}dy=\frac{1-e^{-2\pi i\theta}}{2\pi i\,(n+\theta)},
\end{equation}
so that
\begin{equation}
\sum_n\frac{e^{i(n+\theta)y}}{n+\theta}=\frac{2\pi i}{1-e^{-2\pi i\theta}}
=\pi(\cot\pi\theta+i),\qquad 0<y<2\pi .
\label{eq:fourier}
\end{equation}
Raising $y$ by $2\pi m$ multiplies the sum by $e^{2\pi i m\theta}$. The symmetric partial sums are bounded, so the sum and the time integral may be exchanged for an integrable $\chi(t)$.

With $y=Ht$, the first window $0<t<2\pi/H$ covers all times as $H\to0$. Taking the imaginary part of $e^{i\omega t}(\cot\pi\theta+i)$ gives
\begin{equation}
S_\theta\to\mathrm{Re}\,\chi(\omega)+\cot(\pi\theta)\,\mathrm{Im}\,\chi(\omega).
\end{equation}
Refinement therefore converges to a wrong answer: a misplaced grid mixes absorption into the dispersion. For $\theta=0.25$ the cotangent is 1 and the computed error is 4.1237, the whole of $\mathrm{Im}\,\chi$. For $\theta=0.4$ the cotangent is 0.3249 and the error is 1.3399. Within $0<\theta<1$ the cotangent vanishes at $\theta=1/2$ alone, and this dictates the first working scheme.

\section{The alternate-point rule}

Let $x_j=jh$, $\omega=ih$ and $\Omega=Nh$, with $0<i<N$. Nodes with $j-i$ odd have step $H=2h$ and lie half a step from the pole. The set is unchanged by $j\to-j$, so it folds onto the positive axis just as the integral did. The node $x=0$, if present, contributes nothing because $g(0)=0$. The Maclaurin rule is
\begin{equation}
A_h=\frac2\pi\,2h\sum_{j-i\ \mathrm{odd}}f(x_j),\qquad 0\le j\le N,
\label{eq:alt}
\end{equation}
where a node at $\Omega$, if used, has half weight.

Consider first an infinite cutoff. For $\theta=1/2$ the sum in (\ref{eq:fourier}) is $i\pi(-1)^m$ in window $m$, which is $m\pi<ht<(m+1)\pi$. Thus
\begin{equation}
A_h^\infty=\int_0^\infty\chi(t)\cos(\omega t)\,\mathrm{sgn}(\sin ht)\,dt .
\label{eq:square}
\end{equation}
The rule treats the response correctly up to $t=\pi/h$, then reverses its sign. For any absolutely integrable response,
\begin{equation}
|A_h^\infty-\mathrm{Re}\,\chi|\le2\int_{\pi/h}^{\infty}|\chi(t)|\,dt .
\label{eq:bound}
\end{equation}
For the oscillator each exponential can be integrated. With $z=e^{-\pi\lambda/h}$,
\begin{align}
\int_0^\infty e^{-\lambda t}\mathrm{sgn}(\sin ht)\,dt
&=\frac{1-z}{\lambda}\sum_{m=0}^\infty(-z)^m\nonumber\\
&=\frac1\lambda\,\frac{1-z}{1+z}=\frac1\lambda\tanh\frac{\pi\lambda}{2h}.
\end{align}
Subtracting (\ref{eq:rates}) gives the lattice error
\begin{equation}
E_A(h)=\frac{\omega_p^2}{2\nu}\,\mathrm{Im}\sum_\pm\frac{-2z_\pm}{\lambda_\pm(1+z_\pm)},
\qquad |z_\pm|=e^{-\pi\gamma/2h}.
\label{eq:ea}
\end{equation}

As an example take $h=1/8$ eV, where $|z|=e^{-4\pi}=3.487\times10^{-6}$. With $\nu=4.974937$ eV and $\omega/h$ even, both $z_\pm$ have phase $8\pi\nu$ (energies in eV), equivalent to $-0.2005\pi$. The sum of $1/\lambda_\pm$ is $0.4227+0.9232i$ eV$^{-1}$. Multiplication by the phase factor $0.8081-0.5891i$ gives an imaginary part $0.497$ eV$^{-1}$. The prefactor is $100/(2\times4.974937)=10.05$ eV, so
\[
E_A\simeq-2(10.05)(3.487\times10^{-6})(0.497)=-3.48\times10^{-5}.
\]
The measured error of the rule at this spacing is $-3.483\times10^{-5}$.

\section{What the cutoff adds}

A finite grid converges not to $\mathrm{Re}\,\chi$ but to $R=\mathrm{Re}\,\chi-T$, with $T=(2/\pi)\int_\Omega^\infty f\,dx$. To find the remaining error at finite $h$, subtract from the infinite sum the part beyond $\Omega$. There the integrand is smooth, so no special treatment of the pole is needed.

For smooth decaying $F$, Taylor expansion in each cell about its centre leaves even derivatives, whose sums are again integrals to leading order. The correction therefore has the form $aH^2F'(\Omega)+bH^4F'''(\Omega)+\dots$, with numbers $a,b$ that do not depend on $F$. They can be read off from $F=e^{-(x-\Omega)}$, whose integral is 1 and whose odd derivatives at $\Omega$ are $-1$:
\begin{align}
\text{trapezoid:}\quad&\frac H2\coth\frac H2=1+\frac{H^2}{12}-\frac{H^4}{720}+\dots,\\
\text{midpoint:}\quad&\frac{H/2}{\sinh(H/2)}=1-\frac{H^2}{24}+\dots
\end{align}
Thus the trapezoidal sum beyond $\Omega$ is $\int_\Omega^\infty F\,dx-H^2F'(\Omega)/12+H^4F'''(\Omega)/720+\dots$, and the midpoint sum is $\int_\Omega^\infty F\,dx+H^2F'(\Omega)/24+\dots$

For the alternate rule $H=2h$. If $N-i$ is even, the first node beyond the cutoff is at $\Omega+h$ and the midpoint form applies. If $N-i$ is odd, $\Omega$ is a node and the trapezoidal form applies. Removing the outer sum reverses the signs:
\begin{equation}
A_h-R=E_A(h)+\frac2\pi f'(\Omega)\times
\begin{cases}-h^2/6,&N-i\ \text{even},\\ +h^2/3,&N-i\ \text{odd},\end{cases}
\label{eq:aerror}
\end{equation}
up to terms of order $h^4$. In the second case, giving the last node full weight would add $(2/\pi)hf(\Omega)$ and lower the order to one. The measured orders are 2.000 with half weight and 0.999 with full weight.

All spacings from $1/2$ to $1/64$ eV belong to the first case. At $h=1/16$ eV, with $f'(\Omega)=-4.153\times10^{-6}$ eV$^{-2}$, the endpoint error is
\[
-\frac2\pi\,\frac{(0.0625)^2}{6}\,(-4.153\times10^{-6})=1.72\times10^{-9}.
\]
Between $1/8$ and $1/16$ eV the error drops from $3.5\times10^{-5}$ to $1.8\times10^{-9}$ in magnitude, then falls by a factor of four per halving. The rule is of second order at fixed cutoff, but that order becomes visible once the lattice error has died out.

\section{Using every node: subtract the singularity}

The alternate rule samples with step $2h$. Using all nodes should delay the lattice error, but the pole must first be removed. Define
\begin{equation}
q(x)=\frac{g(x)-g(\omega)}{x^2-\omega^2},\qquad q(\omega)=\frac{g'(\omega)}{2\omega},
\end{equation}
the second value being the limit $x\to\omega$. The subtracted piece has antiderivative $(2\omega)^{-1}\ln|(x-\omega)/(x+\omega)|$. It vanishes at $x=0$, and its values at $\omega-\delta$ and $\omega+\delta$ cancel as $\delta\to0$, so
\begin{equation}
P\!\!\int_0^\Omega\frac{dx}{x^2-\omega^2}=\frac1{2\omega}\ln\frac{\Omega-\omega}{\Omega+\omega}\equiv L .
\end{equation}
With trapezoidal weights $w_j$ ($h$ inside, $h/2$ at the ends) the second scheme is
\begin{equation}
B_h=\frac2\pi\Big[\sum_{j=0}^{N}w_jq(x_j)+g(\omega)L\Big].
\end{equation}

Its lattice error follows from the same time-domain argument. For $\Omega\to\infty$, $L\to0$. Let $p(x)=[s(x)-s(\omega)]/(x-\omega)$. Since $s$ is odd, $p(-x)=[s(x)+s(\omega)]/(x+\omega)$, and adding the two fractions gives $q(x)=\tfrac12[p(x)+p(-x)]$. On the symmetric grid this means
\begin{align}
B_h^\infty&=\frac h\pi\sum_{j=-\infty}^{\infty}p(x_j)\nonumber\\
&=\frac1\pi\Big[\sum_{n\ne0}\frac{s(\omega+nh)}n+h\,s'(\omega)\Big],
\end{align}
because $\sum_{n\ne0}1/n=0$ in symmetric summation and $p(\omega)=s'(\omega)$. In the time integral the cosine terms cancel between $n$ and $-n$. The sine terms give the sawtooth $\sum_{n\ne0}\sin(nht)/n=\pi-ht+2\pi\lfloor ht/2\pi\rfloor$, and $hs'(\omega)$ contributes $ht$. The linear terms cancel:
\begin{equation}
B_h^\infty=\int_0^\infty\chi(t)\cos(\omega t)\,\big[1+2\lfloor ht/2\pi\rfloor\big]dt .
\end{equation}
The response is now treated correctly up to $t=2\pi/h$, twice as long as before. With $w=e^{-2\pi\lambda/h}$, each step of the floor function adds an exponential tail, and
\begin{equation}
\frac1\lambda\Big(1+2\sum_{m\ge1}w^m\Big)=\frac1\lambda\,\frac{1+w}{1-w}
=\frac1\lambda\coth\frac{\pi\lambda}h .
\end{equation}
The lattice error $E_B(h)$ is (\ref{eq:rates}) with $1/\lambda$ replaced by $(\coth(\pi\lambda/h)-1)/\lambda$. It scales as $e^{-\pi\gamma/h}$, with twice the exponent of $E_A$.

The endpoint argument, now with $H=h$ and $F=q$, gives
\begin{equation}
B_h-R=E_B(h)+\frac2\pi\Big[\frac{h^2}{12}q'(\Omega)-\frac{h^4}{720}q'''(\Omega)+\dots\Big].
\label{eq:berror}
\end{equation}
The subtraction has a price at the cutoff. Since
\begin{equation}
q'(\Omega)=f'(\Omega)+\frac{2\Omega\,g(\omega)}{(\Omega^2-\omega^2)^2},
\end{equation}
the added term falls as $\Omega^{-3}$, whereas $f'$ falls as $\Omega^{-5}$. With $g(\omega)=16.495$ eV the added term is $5.26\times10^{-4}$ eV$^{-2}$, against $-4.2\times10^{-6}$ eV$^{-2}$ for $f'$. The endpoint error exceeds that of the alternate rule by a factor of $5.218\times10^{-4}/(2\times4.153\times10^{-6})\simeq63$ in magnitude.

This explains a reversal. At $h=1/4$ eV the errors relative to $R$ are $-2.8\times10^{-2}$ for alternate points and $3.7\times10^{-5}$ for subtraction. At $1/64$ eV they are $1.1\times10^{-10}$ and $6.8\times10^{-9}$. At all six spacings, the difference between each measured error and the sum of its two predicted parts was tested to be below one hundredth of the endpoint part.

\section{Raising the order, and what can lower it}

The $h^2$ term of (\ref{eq:berror}) cancels in Simpson's combination $S_h=(4B_h-B_{2h})/3$, for $i$ and $N$ even. The next term gives $-(4-16)/(3\times720)=1/180$, hence
\begin{equation}
S_h-R=\frac{4E_B(h)-E_B(2h)}3+\frac2\pi\frac{h^4}{180}q'''(\Omega)+\dots
\end{equation}
The measured order on the two finest grids is 4.000. The coarser component, however, brings back the larger lattice error. At $h=1/4$ eV Simpson's error is $-9.3\times10^{-3}$, some 250 times that of the trapezoidal rule it was meant to improve. At $h=1/8$ eV it is still $-1.2\times10^{-5}$ against $4.3\times10^{-7}$, although the trapezoidal error there is already of endpoint origin. Apart from accidental cancellations between the oscillating lattice errors, the higher order helps only once the lattice error of the coarser grid, $E_B(2h)/3$, has fallen below the endpoint error of the trapezoidal rule; among the spacings used this first happens at $h=1/16$ eV.

The removable node also needs care. Setting $q(\omega)=0$ omits $(2/\pi)hg'(\omega)/(2\omega)$. With $g'(\omega)=31.374$ and $h=1/64$ eV this is $0.0390$, and the measured error is $-0.0390$, of first order in $h$.

Tabulated data offer no analytic derivative. The three-point difference $[g(\omega+h)-g(\omega-h)]/2h$ equals $g'+h^2g'''/6+\dots$. In Simpson's rule the node at even $i$ has weight $(4h-2h)/3=2h/3$, so the leading error is
\begin{equation}
\frac2\pi\,\frac{2h}3\,\frac{h^2}6\,\frac{g'''(\omega)}{2\omega}.
\end{equation}
The order falls to three, and the error at $h=1/64$ eV is $6.9\times10^{-6}$. In the trapezoidal rule the weight is $h$, so the same slope error contributes $3/2$ as much, about $1.0\times10^{-5}$. Formally this third-order term leaves the second order intact. In size it exceeds the endpoint error $6.8\times10^{-9}$ by a factor of about 1500. Scaled by $8^3$ to $h=1/8$ eV it is about $5\times10^{-3}$, far above the $3.5\times10^{-5}$ of the alternate rule. Scaled by $16^3$ to $h=1/4$ eV it is about $4\times10^{-2}$, above the $2.8\times10^{-2}$ of the alternate rule, so the advantage that subtraction has there with the exact slope is lost. With table values and this simple difference, alternate points are the better choice at $\omega=4$ eV, for $h=1/4$ eV and the finer spacings considered. The verdict depends on the evaluation energy, because the slope error is proportional to $g'''(\omega)/\omega$, which is large near the resonance and small far from it. At $\omega=10$ eV the subtracted rule with the same three-point slope has errors of $-2.6\times10^{-5}$ at $h=1/4$ eV and $-2.2\times10^{-6}$ at $h=1/8$ eV, against $4.9\times10^{-3}$ and $8.3\times10^{-6}$ for alternate points. There the alternate rule takes the lead at $h=1/16$ eV, once its lattice error has died out, with $1.9\times10^{-9}$ against $-2.7\times10^{-7}$.

\section{The tail, and where the scheme stops working}

All these errors refer to $R$. For $x$ well above $\omega_0$, $\gamma$ and $\omega$, expansion of the denominators gives
\begin{equation}
f(x)=\frac{\omega_p^2\gamma}{x^4}\Big[1+\frac{2\omega_0^2-\gamma^2+\omega^2}{x^2}+O(x^{-4})\Big],
\end{equation}
and integration gives
\begin{equation}
T=\frac{2\omega_p^2\gamma}\pi\Big[\frac1{3\Omega^3}+\frac{2\omega_0^2-\gamma^2+\omega^2}{5\Omega^5}\Big]+O(\Omega^{-7}).
\end{equation}
Here the two terms are $3.316\times10^{-4}$ and $8.1\times10^{-6}$. At $h=1/16$ eV the alternate sum is $9.278010703$; adding the tail gives $9.278350358$, which differs from the analytic $\mathrm{Re}\,\chi$ by $-1.6\times10^{-7}$. Without the tail the discrepancy is $3.4\times10^{-4}$, and no refinement of $h$ removes it. In a real spectrum both the power law of the tail and its coefficient should be taken from the high-energy absorption of that spectrum, not from this oscillator.

The spacing must be judged against the narrowest feature. At fixed $h$, letting $\gamma\to0$ removes the exponential protection of both rules. If band edges make $|\chi(t)|$ decay as $t^{-r}$ with $r>1$, the bound (\ref{eq:bound}), which holds for the alternate rule, guarantees only $O(h^{r-1})$ instead of exponential decrease. This is an upper estimate and need not be sharp. For a square-root edge, where $r=3/2$, the error is of order $h^{3/2}$ if $\omega$ is away from the edge, because $\chi(t)\cos\omega t$ then oscillates about zero at late times. If $\omega$ lies on the edge, part of the product no longer oscillates, and the error is of order $h^{1/2}$, as the bound allows. A conductor with $\omega_0=0$ lies outside the assumptions, because its $\chi(t)$ tends to a constant. For $\omega>0$ the folded integral nevertheless gives $\mathrm{Re}\,\chi$: near zero frequency $s$ behaves as $1/x$, and the principal value of $1/[x(x-\omega)]$ over the whole line is zero. But $g(0)$ no longer vanishes, so a node at $x=0$ must be kept, with half weight, and $g(0)$ must be supplied as the limit of $x\,s(x)$. An evaluation energy close to $\Omega$ is also unsuitable. For the alternate rule $f'(\Omega)$ grows as $(\Omega-\omega)^{-2}$. For the subtracted rule $q$ has no pole and $q'(\Omega)$ stays finite. For both rules, however, the tail $T$ grows logarithmically, and its expansion, which assumes $x$ well above $\omega$, no longer applies.

The static limit is harmless. At $\omega=0$ the integrand becomes $s(x)/x$, which is finite at the origin for this oscillator. The alternate rule turns into a midpoint rule with step $2h$, and the subtracted rule into the ordinary trapezoidal rule, with $g(0)=0$ and the value $s'(0)$ at the first node.

The numerical output lists the errors and their predicted parts for all spacings. Lattice entries near $10^{-30}$ there are rounding in thirty-digit arithmetic. In ordinary double precision, rounding would already hide Simpson's smallest errors.

\section*{Values computed for the example and the checks}
\begin{verbatim}
resonance, damping, strength (eV): 5 1 10
evaluation energy, cutoff (eV): 4.0 40.0
nu (eV): 4.974937
Re chi analytic: 9.2783505155
Im chi analytic: 4.1237113402
truncated integral R: 9.2780107015
tail T, numerical: 3.398e-04
tail T, first term: 3.316e-04
tail T, two terms: 3.397e-04
g(W) (eV): 16.494845
g'(W) (dimensionless): 31.374216
f'(cutoff) (eV^-2): -4.153e-06
q'(cutoff) (eV^-2): 5.218e-04
Errors relative to R (dimensionless)
h (eV) | alternate | subtracted trapezoid | Simpson
0.500000 -7.074e-01 2.808e-02 -2.171e-01
0.250000 -2.800e-02 3.657e-05 -9.310e-03
0.125000 -3.483e-05 4.325e-07 -1.161e-05
0.062500 1.751e-09 1.081e-07 9.985e-12
0.031250 4.303e-10 2.703e-08 1.343e-14
0.015625 1.076e-10 6.758e-09 8.396e-16
Predicted parts of the error (dimensionless)
h (eV) | alt lattice | alt end | sub lattice | sub end
0.500000 -7.074e-01 1.102e-07 2.807e-02 6.920e-06
0.250000 -2.800e-02 2.754e-08 3.484e-05 1.730e-06
0.125000 -3.484e-05 6.885e-09 -2.931e-11 4.325e-07
0.062500 2.931e-11 1.721e-09 -2.963e-21 1.081e-07
0.031250 2.963e-21 4.303e-10 1.578e-30 2.703e-08
0.015625 1.578e-30 1.076e-10 1.578e-30 6.758e-09
observed order, alternate: 2.0000
observed order, subtracted trapezoid: 2.0000
observed order, subtracted Simpson: 4.0000
observed order, trapezoid, removable node set to zero: 1.0000
observed order, Simpson, central-difference slope: 3.0003
finest-grid error, removable node zero: -3.901e-02
finest-grid error, difference slope: 6.880e-06
order, cutoff node half weight: 2.0000
order, cutoff node full weight: 0.9990
error at node offset 0.25: 4.123711
error at node offset 0.4: 1.339875
spacing for final result (eV): 0.0625
alternate, no tail: 9.2780107032
alternate plus two-term tail: 9.2783503581
remaining error of final result: -1.573e-07
\end{verbatim}
